# Why Mirror Symmetry Can Block a Contact with Many Metal Modes

Q: My metal strip has many open modes at the Fermi energy, and the semiconductor has a few. Its edge atoms are bonded to the metal. How could such a contact carry no current?

A: The mode count sets an upper limit on transmission; it does not say that the modes can turn into one another. A lattice with two orbitals per site shows the difference.

Take two strips, each one atom thick, lying in the plane \(z=0\) and joined end to end. Each is a square lattice with \(N=20\) rows and nearest-neighbour bonds, and each site has an s and a \(p_z\) orbital, taken as orthonormal. Electrons move coherently and elastically at zero temperature, without spin flips, in a mean-field Hamiltonian \(H\). Energies are in rydberg (Ry), with \(\hbar=1\).

The orbital levels \(\varepsilon\) are 0 (s) and 0.40 Ry (p) in the metal, and −0.50 (s) and 0.18 Ry (p) in the semiconductor. In-plane hoppings are \(t_s=-0.10\) and \(t_p=-0.05\) Ry. These are round model parameters.

Standing waves across the strip have \(q_j=\pi j/(N+1)\), \(j=1,\dots,N\). For each \(j\) and each orbital there remains a chain along the current, with wave number \(k\) and

\[
\omega\equiv E-\varepsilon-2t\cos q_j=2t\cos k .
\]

The mode is open when \(|\omega|<2|t|\). At \(E=0\):

- Metal s: \(\omega=0.2\cos q_j\), so all 20 modes are open.
- Metal p: \(\omega=-0.4+0.1\cos q_j<-0.3\), so none is open.
- Semiconductor s: \(\omega=0.5+0.2\cos q_j>0.3\), so none is open.
- Semiconductor p: \(|-0.18+0.1\cos q_j|<0.1\) requires \(\cos q_j>0.8\), which leaves \(j=1\) to 4.

Counting alone would allow a transmission of up to 4.

Q: What stops an s wave from entering the p modes?

A: The mirror \(R:z\to-z\). It gives \(R|s\rangle=|s\rangle\) and \(R|p\rangle=-|p\rangle\), and the flat contact obeys \(RHR=H\). For any two sites,

\[
\langle s|H|p\rangle=\langle s|RHR|p\rangle=-\langle s|H|p\rangle=0 .
\]

In space this is a cancellation. For two Gaussian orbitals in Gaussian wells, with the kinetic operator acting on the p orbital, the part of the s–p integral above the plane is −0.0061 Ry and the part below is +0.0061 Ry. The size of each half depends on how the kinetic term is written; the cancellation does not. These integrals illustrate the rule; they do not supply the model's hoppings.

The bonds are not missing. Define upper and lower lobes \(u,l=(s\pm p)/\sqrt2\). The flat interface then has hoppings \((t_s+t_p)/2=-0.075\) Ry for u–u and \((t_s-t_p)/2=-0.025\) Ry for u–l. An s wave feeds both lobes equally, whereas a p wave needs opposite amplitudes, so the two contributions to p cancel.

Q: That is one bond. Could an electron get through after many reflections, or with the help of evanescent p states in the metal?

A: No, as long as the whole contact keeps the mirror. Let \(\Psi\) be the scattering state produced by an even incoming wave. Then \(R\Psi\) solves the same equation with the same incoming wave. The outgoing amplitudes are fixed by the incoming wave, so they are equal in \(\Psi\) and \(R\Psi\), and the odd ones must vanish. The transmission matrix therefore splits into even and odd blocks, \(\mathsf t_e\) and \(\mathsf t_o\).

Within each block, flux conservation reads \(\mathsf t_\sigma^\dagger\mathsf t_\sigma+\mathsf r_\sigma^\dagger\mathsf r_\sigma=1\), where \(\mathsf r_\sigma\) is the reflection matrix. The eigenvalues of \(\mathsf t_\sigma^\dagger\mathsf t_\sigma\) thus lie between 0 and 1, and the number of nonzero ones cannot exceed either dimension of \(\mathsf t_\sigma\). Hence

\[
T=\sum_{\sigma=e,o}T_\sigma,\qquad
T_\sigma\le\min\!\left(M_\sigma^{\rm metal},M_\sigma^{\rm semi}\right),
\]

where \(M_\sigma\) counts open modes of parity \(\sigma\). Here the bound is \(\min(20,0)+\min(0,4)=0\). Evanescent p states in the metal do touch the semiconductor, but they bring no flux from deep in the metal.

Nor is the metal edge empty: its s density of states averages 2.12 per Ry per row and per spin direction for the uncoupled edge. More even modes or stronger even–even bonds leave the bound at zero.

Q: Real contacts have steps. What if the semiconductor plane sits slightly higher than the metal plane?

A: Then the mirror is broken. Keep the bond length \(d\) fixed and let the bond rise at angle \(\theta\), with \(n=\sin\theta=h/d\) for step height \(h\). Resolve \(p_z\) into a part along the bond, with weight \(\sin\theta\), and a part perpendicular to it, with weight \(\cos\theta\). For a bond with axial symmetry, s couples only to the first part, and the two p parts do not couple to each other. With metal orbitals as rows, semiconductor orbitals as columns, and order s, p, the interface hopping is

\[
W=\begin{pmatrix}\alpha&\beta\\-\beta&\gamma\end{pmatrix},\quad
\alpha=t_s,\quad \beta=nV_{sp},\quad
\gamma=(1-n^2)t_p+n^2V_{pp\sigma}.
\]

I take \(V_{sp}=0.12\) and \(V_{pp\sigma}=0.20\) Ry. The two s–p entries differ in sign because the s neighbour lies up the bond from the metal p orbital but down the bond from the semiconductor p orbital. Their equal size is a model choice. The model also changes only the bond: a real step mixes s and \(p_z\) on the edge atoms themselves, also at first order in \(n\). That term is left out; it would change the coefficient found below but not the \(n^2\) law. All rows have the same bond, so \(q_j\) is conserved.

Q: How do you get a transmission from this matrix?

A: First cut the interface. The Green function \(g\) at the end of a semi-infinite chain follows from removing its last site, which leaves an identical chain:

\[
g=\frac1{\omega-t^2g}
\quad\Rightarrow\quad t^2g^2-\omega g+1=0 .
\]

For an open mode the retarded root has \(\operatorname{Im}g<0\). With \(t<0\) and \(0<k<\pi\), it is

\[
g=\frac{\omega-i\sqrt{4t^2-\omega^2}}{2t^2}=\frac{e^{ik}}t,\qquad
\operatorname{Im}g=-\frac{\sin k}{|t|}.
\]

For a closed mode \(g\) is real, and the decaying root \(|tg|<1\) has the sign of \(\omega\). Call the four functions \(M_s,M_p\) in the metal and \(S_s,S_p\) in the semiconductor, and collect them in diagonal matrices \(g_M,g_S\).

Let the metal end at site 0. The incoming wave \(e^{ikx}\), with integer site index \(x\), forms a standing wave that vanishes at site 1: \(\phi_x=e^{ikx}-e^{2ik}e^{-ikx}\). At the edge, \(|\phi_0|^2=|1-e^{2ik}|^2=4\sin^2k\).

Restoring the interface gives, for the edge amplitudes,

\[
\psi_M=\phi_0\begin{pmatrix}1\\0\end{pmatrix}+g_MW\psi_S,\qquad
\psi_S=g_SW^T\psi_M .
\]

Eliminating \(\psi_M\) gives \(\psi_S=g_S\tau^T(\phi_0,0)^T\), with

\[
\tau=W\left(1-g_SW^Tg_MW\right)^{-1}.
\]

The outgoing p amplitude is therefore \(S_p\tau_{sp}\phi_0\). The group velocity is \(v=|dE/dk|=2|t|\sin k\). Dividing outgoing by incoming flux, with \(k'\) the semiconductor wave number,

\[
T_j=\frac{v_S|S_p|^2\,4\sin^2k}{v_M}|\tau_{sp}|^2
=\frac{2\sin k'}{|t_p|}\,\frac{2\sin k}{|t_s|}\,|\tau_{sp}|^2
=4\operatorname{Im}M_s\operatorname{Im}S_p\,|\tau_{sp}|^2 ,
\]

where \(|S_p|^2=1/t_p^2\) was used.

Q: And the matrix element \(\tau_{sp}\)?

A: Invert \(\tau\), writing \(\Delta=\det W=\alpha\gamma+\beta^2\). Since \(\tau^{-1}=W^{-1}-g_SW^Tg_M\),

\[
\tau^{-1}=
\begin{pmatrix}
\gamma/\Delta-\alpha S_sM_s & -\beta(1/\Delta-S_sM_p)\\
\beta(1/\Delta-S_pM_s) & \alpha/\Delta-\gamma S_pM_p
\end{pmatrix}.
\]

In its determinant, the terms in \(1/\Delta^2\) have the coefficient \(\alpha\gamma+\beta^2=\Delta\), and so does the product of all four Green functions. The determinant is thus \(D/\Delta\), with

\[
D=1-\alpha^2M_sS_s-\gamma^2M_pS_p-\beta^2(M_sS_p+M_pS_s)+\Delta^2M_sS_sM_pS_p .
\]

The upper right element of the inverse of a 2×2 matrix is minus the original upper right element divided by the determinant:

\[
\tau_{sp}=\frac{\beta(1-\Delta S_sM_p)}{D}.
\]

I divided by \(\Delta\) on the way, but the result is regular at \(\Delta=0\) and holds there by continuity if \(D\ne0\). It agrees with a direct solution of the scattering equations in the tests at all tilts used below.

At lowest order in \(\beta\), the bracket contains two routes. One is the direct s–p hop. The other goes from metal s to semiconductor s, back to metal p, and on to semiconductor p; its amplitude is \(\alpha S_s(-\beta)M_p\gamma\). In this example \(S_s>0\) and \(M_p<0\), so the routes add. With other parameters \(\Delta S_sM_p=1\) could give a zero by interference, but that zero would need tuning and would not be a symmetry rule.

Q: How fast does the current appear for a small step?

A: Quadratically. The amplitude is proportional to \(\beta=nV_{sp}\), and at \(n=0\) the denominator factorizes, so \(T_j\simeq C_jn^2\) with

\[
C_j=4\operatorname{Im}M_s\operatorname{Im}S_p\,V_{sp}^2
\left|\frac{1-t_st_pS_sM_p}{(1-t_s^2M_sS_s)(1-t_p^2M_pS_p)}\right|^2 .
\]

For \(j=1\), in Ry⁻¹, \(M_s=9.888-1.490i\), \(M_p=-3.418\), \(S_s=1.464\) and \(S_p=-16.22-11.70i\). The pieces are

\[
\begin{aligned}
4(1.490)(11.70)(0.12)^2&\approx1.004,\\
|1+0.005(1.464)(3.418)|^2&\approx1.051,\\
|1-t_s^2M_sS_s|^2=|0.855+0.022i|^2&\approx0.732,\\
|1-t_p^2M_pS_p|^2=|0.861-0.100i|^2&\approx0.752 .
\end{aligned}
\]

Thus \(C_1\approx1.004\times1.051/(0.732\times0.752)\approx1.92\). The four open modes together give \(C=12.4\).

| \(n\) | \(T\), full formula | \(Cn^2\) |
|---|---|---|
| 0 | 0 | 0 |
| 0.05 | 0.0302 | 0.0311 |
| 0.10 | 0.111 | 0.124 |
| 0.20 | 0.334 | 0.497 |

Relative to the full formula, the quadratic law is 3% too high at \(n=0.05\), 12% at 0.10 and 49% at 0.20. For mode 1 the reason can be read from \(D\): between \(n\to0\) and \(n=0.10\), \(|D|^2\) rises from 0.550 to 0.607, because \(\gamma\) changes and the \(\beta^2\) terms enter. This lowers \(T_1\) from the quadratic estimate 0.0192 to 0.0174.

With two spin directions, \(G=(2e^2/h)T\), so a step of one tenth of a bond length gives 8.6 µS for the whole strip.

There is a second limit, at the bottom of a semiconductor mode. An energy \(\delta\) above it, \(\delta\simeq|t_p|k'^2\), so \(|\operatorname{Im}S_p|\simeq k'/|t_p|\propto\sqrt\delta\). If \(D\) stays nonzero and the metal mode stays open, \(T_j\propto n^2\sqrt\delta\) for small \(n\). The slow outgoing wave then suppresses the current in addition to the symmetry.

Q: How do I know that symmetry is responsible, and not just a poor match between the two materials?

A: Keep the flat interface and the semiconductor, and change one thing: lower the metal p level from 0.40 to 0 Ry. This opens 20 odd metal modes. The p sector now transmits by itself. Its repeated crossings form a geometric series, \(\tau_{pp}=\gamma/(1-\gamma^2M_pS_p)\), and the flux argument gives

\[
T_j=\frac{4\gamma^2\operatorname{Im}M_p\operatorname{Im}S_p}{|1-\gamma^2M_pS_p|^2}.
\]

The total rises from zero to 0.576, or 44.6 µS.

It is still far below the bound of 4, and here matching is indeed the reason. At \(n=0\), \(\gamma=t_p\). Inserting \(M_p=e^{ik}/t_p\) and \(S_p=e^{ik'}/t_p\), and using \(|1-e^{i(k+k')}|^2=4\sin^2[(k+k')/2]\),

\[
T_j=\frac{\sin k\,\sin k'}{\sin^2[(k+k')/2]} .
\]

This equals 1 when \(k=k'\). For \(j=1\), however, \(\cos k=-0.989\) and \(\cos k'=0.811\), which gives \(T_1\approx0.09\). Poor matching reduces an allowed current; the mirror removes the forbidden one.

Q: My interface is disordered. Does the argument depend on clean rows?

A: It does not, provided the disorder keeps the mirror; roughness or buckling out of the plane breaks it. Twenty random interfaces were tested in which every metal row couples to every semiconductor row, so \(q_j\) is no longer conserved. With the mirror kept and only even metal modes open, the largest transmission was \(10^{-28}\), which is rounding error. With the same interfaces and odd metal modes open, the mean was 1.07. With the original metal and added random s–p bonds that break the mirror, it was 1.37. The last two means belong to different couplings and do not rank the two remedies.

What counts is the parity of the complete state, not the label "metal" or the number of rows. Thickness does matter: in a metal of two layers placed symmetrically about the plane, the difference of the upper and lower s orbitals is odd, and such a band, if open, can feed the \(p_z\) modes with the mirror intact. The zero needs a metal with no open odd modes, such as the one-atom-thick strip used here. In-plane \(p_x\) and \(p_y\) orbitals are even under this mirror, so open metal bands made from them would not help either. An open even band in the semiconductor would lift the parity bound, but that alone need not give a current. In the clean strip at \(E=-0.15\) Ry, metal s modes \(j=1\) to 12 and semiconductor s modes \(j=17\) to 20 are open; they share no \(q_j\), so \(T\) is still zero.

Q: What else would let current through in an experiment?

A: Breaking the mirror, or making it act differently, can open a path. A perpendicular electric field or a substrate on one side can mix s and \(p_z\). A slow, uniform up-and-down motion of one plane has zero mean tilt, but at leading order the average transmission is \(C\langle n^2\rangle\), which is not zero. Faster vibrations can also exchange energy with the electron and lie outside this calculation.

Spin–orbit coupling needs separate care. The mirror also acts on spin, with eigenvalues of opposite sign, \(\mp i\), for spin up and down along \(z\). An s state with spin up and a \(p_z\) state with spin down then have the same total mirror eigenvalue, so spin-flip hopping between them is not forbidden even in a flat contact.

The zero therefore belongs to a flat, coherent, spin-conserving contact whose open modes have opposite parity on the two sides. The main computed values are collected in the numerical output below; the intermediate ones follow from the formulas and parameters given above.

## Table of computed values

```
Rows 20; energy E = 0.00 Ry
Metal levels s, p: 0.00, 0.40 Ry
Semiconductor levels s, p: -0.50, 0.18 Ry
Hoppings ss, pp-pi: -0.10, -0.05 Ry
Hoppings sp-sigma, pp-sigma: 0.12, 0.20 Ry
Wide-strip valence top, conduction bottom: -0.100, -0.020 Ry
Wide-strip semiconductor gap: 0.080 Ry
Open metal s modes: 20
Open metal p modes: 0
Open semiconductor s modes: 0
Open semiconductor p modes: 4
Flat lobe hoppings u-u, u-l: -0.075, -0.025 Ry
Gaussian exponents orbital, well: 0.2, 0.2 bohr^-2
Gaussian well depth 1.0 Ry; bond 5.0 bohr
Flat s-p integral above plane: -0.006101 Ry
Flat s-p integral below plane: 0.006101 Ry
Upright s-p integral: 0.086842 Ry
s-p integral at 0.3 rad: 0.025664 Ry
Mode 1 Ms: 9.8883 -1.4904i Ry^-1
Mode 1 Mp: -3.4180 +0.0000i Ry^-1
Mode 1 Ss: 1.4639 +0.0000i Ry^-1
Mode 1 Sp: -16.2234 -11.6962i Ry^-1
Metal s edge density, mean per row: 2.1238 Ry^-1
Mode 1: T(n=0.1) = 0.017365; C = 1.9168
Mode 2: T(n=0.1) = 0.031220; C = 3.4777
Mode 3: T(n=0.1) = 0.037421; C = 4.1933
Mode 4: T(n=0.1) = 0.025382; C = 2.8344
Total small-tilt coefficient C = 12.4222
n = 0.00: T = 0.000000; C n^2 = 0.000000
n = 0.05: T = 0.030200; C n^2 = 0.031056
n = 0.10: T = 0.111387; C n^2 = 0.124222
n = 0.20: T = 0.333517; C n^2 = 0.496889
Conductance at n = 0.10: 8.6304 microsiemens
Control metal p level: 0.00 Ry
Control open metal p modes: 20
Control flat-contact transmission: 0.575638
Control conductance: 44.601 microsiemens
Random contacts: 20
Mirror kept, largest |T|: 1.0e-28
Mirror kept, odd metal modes open, mean T: 1.0726
Mirror broken, mean T: 1.3704
```
